# Why Phonon Films Show a Knudsen Minimum When Normal Scattering Dominates

## One flight angle: no minimum

Let phonons carry heat along a film, the $x$ direction, between rough walls at $y=0$ and $y=W$. Suppose first that every phonon crosses the film at the same angle, with velocity cosine $+\mu$ or $-\mu$ to the film normal, $0<\mu<1$. In the transport equation derived below, the temperature gradient acts as a steady source of forward momentum. Measure that momentum by a length $b$, which grows by one unit per unit of flight path. A wall resets $b$ to zero. Normal scattering, with mean free path $L_N$, conserves the total momentum and replaces the $b$ of a phonon by the local mean $a$. The upward and downward groups obey

$$\mu b_+'=1+\frac{a-b_+}{L_N},\qquad -\mu b_-'=1+\frac{a-b_-}{L_N},\qquad a=\frac{b_++b_-}{2}.$$

In the sum of the two equations scattering cancels, leaving $\mu(b_+-b_-)'=2$. The difference $b_+-b_-$ vanishes at mid-film by symmetry, so $b_+-b_-=2(y-W/2)/\mu$. Subtracting the equations gives $2\mu a'=-(b_+-b_-)/L_N$, hence

$$a'=\frac{W/2-y}{\mu^2L_N}.$$

At $y=0$ we have $b_+=0$ and $b_-=W/\mu$, so $a(0)=W/(2\mu)$. Integrating,

$$a(y)=\frac{W}{2\mu}+\frac{y(W-y)}{2\mu^2L_N}.$$

The film average of $y(W-y)$ is $W^2/6$. With $\delta=W/L_N$ and $G=\bar a/W$,

$$G=\frac{1}{2\mu}+\frac{\delta}{12\mu^2}.$$

For $\mu=0.5$ and $\delta=2$ this is $1+2/3=1.67$. The flow rises with normal scattering from the start. With diffuse walls and a single flight angle there is thus no Knudsen minimum. This case lacks a spread of flight angles, which would let a collision turn a grazing phonon towards a wall. The next sections show that such a spread can produce the minimum.

## All angles

Now take three phonon branches with the same linear dispersion and speed $v$, an infinitely long film, and walls that emit isotropically at the local temperature. The Callaway equation relaxes the distribution $f$ towards a drifting distribution $f_N$ by normal scattering and towards the equilibrium $f_0$ by resistive scattering, with mean free path $L_R$:

$$\mathbf v\cdot\nabla f=-\frac{v}{L_N}(f-f_N)-\frac{v}{L_R}(f-f_0).$$

For a small drift velocity $u$, $f_N-f_0=-k_xu\,\partial f_0/\partial\omega$. Since $f_0$ depends on $\omega/T$ alone, $-\partial f_0/\partial\omega=(T/\omega)\,\partial f_0/\partial T$. With $k_x=\omega n_x/v$, where $n_x$ is the direction cosine along the film, the drift term is proportional to $n_x\,\partial f_0/\partial T$. So write

$$f-f_0=\frac{\partial f_0}{\partial T}\left(-\frac{dT}{dx}\right)n_x\,b,\qquad f_N-f_0=\frac{\partial f_0}{\partial T}\left(-\frac{dT}{dx}\right)n_x\,a.$$

Both are odd in $n_x$, so scattering causes no extra local temperature change. Inserting them and dividing by the common factors gives, for either sign of $\mu$,

$$\mu\frac{\partial b}{\partial y}=1+\frac{a-b}{L_N}-\frac{b}{L_R}.$$

Normal scattering conserves $x$ momentum. Its weight is $k_x\propto n_x$, so $\langle n_x^2(b-a)\rangle=0$ over directions, and $a=3\langle n_x^2b\rangle$ because $\langle n_x^2\rangle=1/3$. The heat flux is $Cv(-dT/dx)\langle n_x^2b\rangle$, with $C$ the heat capacity per volume. Therefore

$$\kappa=\frac{Cv\bar a}{3}=\frac{CvW}{3}\,G .$$

Averaging $n_x^2$ around the film normal gives $(1-\mu^2)/2$, so

$$a=\frac12\int_0^1p(\mu)\,(b_++b_-)\,d\mu,\qquad p(\mu)=\frac32(1-\mu^2),\qquad \int_0^1p\,d\mu=1.$$

Set $1/L_R=0$ until the example. Integrating along rays from the wall, where $b=0$, gives for the upward group

$$b_+(y)=\int_0^y\frac{dy'}{\mu}\,e^{-(y-y')/(\mu L_N)}\left[1+\frac{a(y')}{L_N}\right].$$

The downward group is its mirror image. Averaging over angle,

$$a(y)=\int_0^WK(|y-y'|)\left[1+\frac{a(y')}{L_N}\right]dy',$$

$$K(s)=\frac12\int_0^1\frac{p(\mu)}{\mu}e^{-s/(\mu L_N)}d\mu=\frac34\left[E_1\!\left(\frac{s}{L_N}\right)-E_3\!\left(\frac{s}{L_N}\right)\right],$$

where $E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}d\mu$.

This equation has a direct reading. Start a walker at $y$, draw its direction from $p$ with up and down equally likely, and let it draw again at each normal collision. The mean length of its first leg is $k(y)=\int_0^WK\,dy'$, and $K/L_N$ is the density of places where that leg ends in a collision. Its expected total path before reaching a wall thus obeys the equation for $a$. So $\bar a$ is the mean path over which forward momentum survives in the film. Normal scattering does not destroy this momentum; it changes how soon the momentum reaches a wall.

## Why the flow first falls

Split $G$ into a direct part $F=\bar k/W$, from momentum gained since the last collision or wall contact, and a part returned by collisions. At fixed $\mu$ the film average of $L_N[1-e^{-y/(\mu L_N)}]$ gives

$$F=\int_0^1p\,\frac1\delta\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right]d\mu.$$

With $\int_0^1p\mu\,d\mu=3/8$ this becomes

$$F=\frac1\delta-\frac{3}{2\delta^2}\left[\frac14-E_3(\delta)+E_5(\delta)\right].$$

If every collision destroyed momentum, $F$ would be the whole answer. It falls steadily with $\delta$, because more frequent collisions shorten every first leg. Purely resistive scattering gives no minimum.

For small $\delta$, start from $E_1=-\gamma-\ln\delta+\dots$, with $\gamma$ Euler's constant, and apply $nE_{n+1}=e^{-\delta}-\delta E_n$ repeatedly:

$$E_3=\frac12-\delta+\frac{\delta^2}{2}\left(\frac32-\gamma-\ln\delta\right)+\dots,\qquad E_5=\frac14-\frac\delta3+\frac{\delta^2}{4}+\dots$$

The bracket in $F$ is then $2\delta/3-(\delta^2/2)(1-\gamma-\ln\delta)$. Its first term cancels $1/\delta$, and

$$F\simeq\frac34\left[\ln\frac1\delta+1-\gamma\right].$$

The logarithm comes from grazing flights. A ballistic crossing has length $W/\mu$, and the average of $1/\mu$ diverges at small $\mu$ until scattering limits the flight to about $L_N$.

The returned part is the film average of $\int K(a/L_N)dy'/W$. Because $K$ is symmetric, this equals the average of $k\,a/(WL_N)$. To first order $a=k$, and the logarithm in $k$ is uniform across the film, so the return is $\delta F^2$ at leading order. The direct part has slope $-3/(4\delta)$, while the return has a slope of order $F^2$, which grows only as a squared logarithm. The loss wins as $\delta\to0$, and $G$ falls.

## How much spread in flight length is needed

Remove all directions with $\mu<\mu_c$, renormalize $p$ on the rest, and keep momentum conservation. The ballistic flow is now finite. Expanding the integrand of $F$ for small $\delta/\mu$ gives $1/(2\mu)-\delta/(6\mu^2)$. The mean first leg tends to $W\langle1/\mu\rangle/2$ everywhere, so the return is $\delta\langle1/\mu\rangle^2/4$. Hence

$$\left.\frac{dG}{d\delta}\right|_0=\frac14\left\langle\frac1\mu\right\rangle^2-\frac16\left\langle\frac1{\mu^2}\right\rangle .$$

Here the averages use the renormalized $p$. The flow falls initially when $\langle\mu^{-2}\rangle>\tfrac32\langle\mu^{-1}\rangle^2$. A single angle gives a slope of $1/(12\mu^2)$, as found at the start.

The initial slope is negative, $-0.78$, for $\mu_c=0.05$ and positive, $0.31$, for $\mu_c=0.2$. It changes sign at $\mu_c=0.081$, or 4.7° from the film plane. A positive initial slope does not by itself rule out a later dip. I therefore solved the integral equation numerically with $\mu_c=0.2$, which removes directions within 11.5° of the plane. At fourteen values of $\delta$ from 0.02 to 10, $G$ rose at every step, from 1.21 to 4.10. The minimum had gone.

## Why the flow rises again

For frequent scattering $a$ varies slowly over $L_N$. Away from the walls, expand $a(y')$ about $y$. The kernel has total weight $L_N$, and its second moment over both sides is

$$2\int_0^\infty K s^2ds=2L_N^3\int_0^1p\,\mu^2d\mu=\frac{2L_N^3}{5}.$$

The integral equation becomes $a=L_N+a+(L_N^2/5)a''$, so $a''=-5/L_N$. To leading order $a$ vanishes at the walls, and

$$a=\frac{5}{2L_N}y(W-y),\qquad G\simeq\frac{5\delta}{12}.$$

This is phonon Poiseuille flow: momentum must diffuse to the walls, and shorter steps make that slower. The drift at the wall is not quite zero. It is of order $L_Na'(0)$, and $a'(0)=5W/(2L_N)$, so slip adds a constant to $G$. Numerically, $G-5\delta/12$ is 1.47 at $\delta=40$ and tends to about 1.455 at large $\delta$.

Since $G\ge F$ diverges as $\delta\to0$ and $G$ also diverges as $\delta\to\infty$, it has a minimum between. The upturn does not have to wait for a Poiseuille profile, as a lower bound shows. Let $S=1+a/L_N$, let $\hat K$ denote integration with $K/L_N$, and let angle brackets now mean film averages. Then

$$(1-\hat K)S=1,\qquad \langle S\rangle=1+\delta G,\qquad \langle\hat K1\rangle=\delta F.$$

The operator $1-\hat K$ is symmetric. It is also non-negative: $\phi\phi'\le(\phi^2+\phi'^2)/2$, and the total weight of $K/L_N$ inside the film is at most one. For any constant $c$,

$$0\le\langle(S-c)(1-\hat K)(S-c)\rangle=\langle S\rangle-2c+c^2(1-\delta F).$$

The choice $c=1/(1-\delta F)$ gives $1+\delta G\ge1/(1-\delta F)$, or

$$G\ge\frac{F}{1-\delta F}=F+\delta F^2+\delta^2F^3+\dots$$

Each term counts momentum returned once more, as if the drift were uniform across the film. For large $\delta$, $F\simeq1/\delta-3/(8\delta^2)$, and the bound tends to $8/3$. It is 2.16 at $\delta=0.63$ and diverges at small $\delta$, so it has a minimum of its own. Returned momentum alone is enough to start the upturn; growth without limit needs the curved profile.

## How large the effect is

The values below come from dividing the film into equal cells, integrating the kernel analytically over each pair of cells, and solving the linear equations. At $\delta=1$ this gives $G=2.243$. Marching the transport equation along discrete directions, and iterating the drift, gives the same value to four figures.

| $\delta$ | $G$ | part from $\mu<0.2$ | part from $\mu>0.2$ |
|---|---|---|---|
| 0.01 | 3.92 | 3.05 | 0.87 |
| 0.63 (minimum) | 2.20 | 0.96 | 1.25 |
| 10 | 5.69 | 1.7 | 4.0 |

From $\delta=0.01$ to the minimum, $G$ falls by about 1.7. The grazing part falls by about 2.1, while the steeper part rises by about 0.4. Grazing phonons account for more than the whole fall, and the steeper ones already gain from returned momentum.

At the minimum the direct part is 0.92 and the returned part 1.28, so more than half of the flow has been through a normal collision. The uniform-drift bound of 2.16 lies within 2% of $G$. The drift at mid-film is 1.6 times that in the cell next to the wall (1/300 of the thickness). At $\delta=20$ the ratio is about 12, with a wall cell of 1/800. The minimum thus precedes developed Poiseuille flow.

## A cold crystal film

Take $T=3$ K, $v=1300$ m/s and $L_N=100$ µm, rough round values in the regime of cold crystalline bismuth. Three Debye branches have energy density $\pi^2(k_BT)^4/(10\hbar^3v^3)$. Differentiating with respect to $T$,

$$C=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3=1.50\times10^3\ \mathrm{J/(m^3\,K)}.$$

The minimum lies at $W=0.63\times100\ \mu\mathrm m=63$ µm, where

$$\kappa=\frac{(1503)(1300)(63\times10^{-6})(2.20)}{3}\approx90\ \mathrm{W/(m\,K)}.$$

| $W$ (µm) | $\kappa$ (W/(m K)) | $\kappa/W$ (W/(m K µm)) |
|---|---|---|
| 1 | 2.6 | 2.56 |
| 10 | 17 | 1.72 |
| 63 | 90 | 1.43 |
| 1000 | 3700 | 3.70 |

The conductivity itself rises throughout this thickness series; the minimum is in $\kappa/W$. From 10 to 63 µm, $\kappa/W$ falls by 17%. If instead $W$ and $C$ are held fixed while $L_N$ varies, $\kappa$ is proportional to $G$ and has the minimum itself.

**Resistive scattering.** Restoring $L_R$ lowers $G$ at $W=63$ µm by 1.4% for $L_R=10$ mm and by 12% for $L_R=1$ mm. The effect on the upturn is stronger, because momentum in a thick film must survive a long path. In thickness scans from $\delta=0.1$ to 10 at fixed $L_R/L_N$, the minimum disappears when this ratio drops below about 19, here $L_R\approx1.9$ mm. At $W=1$ mm, $L_R=10$ mm already lowers $G$ by more than a third. The 3700 W/(m K) in the table assumes no resistive loss, so it needs an $L_R$ much longer than 10 mm.

**Smoother walls.** Let a wall reflect specularly with probability $\exp(-16\pi^2\sigma^2\mu^2/\lambda^2)$, where $\sigma$ is the roughness and $\lambda$ the phonon wavelength. This favours grazing phonons. With $\sigma=5$ nm and $\lambda=5.4$ nm, the wavelength at the peak of the heat-capacity integrand, $G$ at 63 µm rises by 3%. Thinner films are far more sensitive: $G$ rises by about 20% at 10 µm and by a factor of about 2.4 at 1 µm. The thin-film entries in the table therefore hold only for diffuse walls. The minimum survives and moves to $\delta\approx0.74$, with $G\approx2.26$.

**Unequal free paths.** Let the normal rate vary as frequency squared. Keep phonons with $\hbar\omega$ between 0.3 and 16 $k_BT$, and hold the heat-capacity average of their free path at 100 µm. Solving for fourteen frequencies coupled by one common drift raises $G$ at 63 µm by 16%; including all frequencies in the average and the flow makes this 18%. The minimum moves to $\delta\approx0.25$ for the truncated range and $\delta\approx0.22$ for all frequencies, or 22 to 25 µm, with $G\approx2.4$. These runs do not isolate the cause of the shift.

Real bismuth also has direction-dependent sound speeds, distinct branches and heat-carrying electrons, none of which is included. The value of $L_N$ is itself uncertain by a factor of a few, and every thickness above scales with it. The thickness of 63 µm is therefore an order-of-magnitude guide for such a crystal, not a prediction for a sample.

## What to do in practice

**Plot the right quantity.** In a thickness series at fixed temperature, examine $\kappa/W$; $\kappa$ may show no dip. In a temperature series at fixed thickness, divide $\kappa$ by $C$ first, since the heat capacity changes along with $L_N$. The phonon wavelength changes too. On warming it shortens, walls of mild roughness reflect less specularly, and part of a fall in $\kappa/C$ can come from this.

**Span the minimum.** For one free path and diffuse walls, samples should cover $W$ from well below to several times $L_N$. A strongly frequency-dependent rate calls for thinner samples too.

**Check the losses.** In this model a thickness scan needs $L_R$ above about $19L_N$ for a minimum to exist at all, and more for it to be visible. At $L_R=20L_N$ the minimum lies near $\delta=1.2$, and $G$ rises by only 0.3% before falling again; at $30L_N$ the rise is about 8%. A missing minimum does not show that normal scattering is absent; resistive scattering may have hidden it.

**Use long films.** The model assumes an infinitely long film. Ends that absorb momentum limit the path over which it survives, much as resistive scattering does. In a thickness series at fixed length this costs the thick films most, so short samples can hide the rise and leave only a fall. The length needed to avoid this is not computed here.

**Read the dip with care.** If all samples have the same purity and wall roughness, a minimum followed by a rise in $\kappa/W$ indicates returned momentum. Differences between samples can imitate it. It does not establish a parabolic drift profile at the minimum. The Poiseuille law is approached at larger $\delta$: between $\delta=20$ and 40 the computed slope of $G$ is 0.416, against the limiting $5/12=0.417$.
